# Neumann's square-root law for melting silicon under a held surface temperature

Suppose that a laser pulse leaves 0.51 J/cm² in a silicon wafer, and that the melt depth is estimated by dividing this energy by the heat needed to warm silicon from room temperature to its melting point and melt it. With a density of 2.33 g/cm³, a specific heat of 1.00 J/(g K), a temperature rise of 1390 K and a latent heat of 1800 J/g, that heat is \(2.33\times(1390+1800)\approx 7430\) J/cm³, and the estimate is about 690 nm. For the heating treated below, which delivers the same energy in 50 ns, the depth is 365 nm. The estimate fails because it ignores the heat that runs ahead of the melt into solid that never melts, and it says nothing about when a given depth is reached. Both require the heat flow to be solved together with the motion of the melt front.

Let silicon fill the half-space \(x>0\), solid at the uniform temperature \(T_0\) below the melting temperature \(T_m\). At \(t=0\) the surface is brought to \(T_s>T_m\) and held there. This is a step in surface temperature; a step in absorbed power is a different problem, taken up later. A liquid layer \(0<x<s(t)\) grows into the solid, with \(s(0)=0\). Assume for now that conductivity \(k\) and specific heat \(c\) are constant within each phase (subscripts \(l\) and \(s\)), that both phases have the same density \(\rho\), so that nothing moves, and that the front is flat and sits at \(T_m\). With the diffusivities \(a_l=k_l/(\rho c_l)\) and \(a_s=k_s/(\rho c_s)\), heat conduction gives

\[
\frac{\partial T_l}{\partial t}=a_l\frac{\partial^2T_l}{\partial x^2}\quad(0<x<s),\qquad
\frac{\partial T_s}{\partial t}=a_s\frac{\partial^2T_s}{\partial x^2}\quad(x>s).
\]

Here \(T_l(x,t)\) and \(T_s(x,t)\) are the temperature fields, while \(T_s\) without arguments or derivatives is the held surface temperature. To keep the two apart, write the solid field as \(\theta(x,t)\) and the liquid field as \(T(x,t)\) from now on. The conditions are

\[
T(0,t)=T_s,\qquad T(s,t)=\theta(s,t)=T_m,\qquad \theta(\infty,t)=\theta(x,0)=T_0 .
\]

One more condition fixes the unknown \(s(t)\). In a time \(dt\) the front crosses a layer \(ds\), which absorbs \(\rho L\,ds\) per unit area, \(L\) being the latent heat per mass. The liquid delivers \(-k_l\,\partial_xT\,dt\) to the front, a positive amount because temperature falls with depth, and the solid carries away \(-k_s\,\partial_x\theta\,dt\). Therefore

\[
\rho L\frac{ds}{dt}=-k_l\left.\frac{\partial T}{\partial x}\right|_{s}+k_s\left.\frac{\partial \theta}{\partial x}\right|_{s}.
\]

The last term is negative: heat lost to the solid slows the melting.

None of these statements contains a length or a time. If \(x\) is multiplied by \(b\) and \(t\) by \(b^2\), both sides of each heat equation change by the factor \(b^{-2}\), both sides of the front condition by \(b^{-1}\), and the boundary and initial values not at all. This suggests a solution that depends on \(x\) and \(t\) through one combination that the change leaves alone,

\[
\eta=\frac{x}{2\sqrt{a_lt}} .
\]

The front temperature is constant, so the front must lie at a constant value of \(\eta\), called \(\lambda\):

\[
s(t)=2\lambda\sqrt{a_lt},\qquad \frac{ds}{dt}=\lambda\sqrt{\frac{a_l}{t}}=\frac{s}{2t}.
\]

This is so far a trial form. It is justified if a constant \(\lambda\) can be found that meets every condition.

A prime denotes \(d/d\eta\). Since \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{a_lt})\), the liquid equation becomes

\[
-\frac{\eta}{2t}T'=a_l\frac{T''}{4a_lt}
\quad\Longrightarrow\quad T''+2\eta T'=0 .
\]

In the solid the factor \(a_l\) on the right is replaced by \(a_s\). With \(\nu=\sqrt{a_l/a_s}\),

\[
-\frac{\eta}{2t}\theta'=\frac{a_s}{a_l}\frac{\theta''}{4t}
\quad\Longrightarrow\quad \theta''+2\nu^2\eta\,\theta'=0 .
\]

These are first-order equations for the slopes, with solutions \(T'\propto e^{-\eta^2}\) and \(\theta'\propto e^{-\nu^2\eta^2}\). A second integration gives error functions, defined by

\[
\operatorname{erf}z=\frac{2}{\sqrt\pi}\int_0^z e^{-v^2}dv,\qquad \operatorname{erfc}z=1-\operatorname{erf}z .
\]

The two constants in each phase follow from the two temperatures prescribed at its ends:

\[
T=T_s-(T_s-T_m)\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda},\qquad
\theta=T_0+(T_m-T_0)\frac{\operatorname{erfc}(\nu\eta)}{\operatorname{erfc}(\nu\lambda)} .
\]

At \(\eta=0\) the first equals \(T_s\), at \(\eta=\lambda\) both equal \(T_m\), and as \(\eta\to\infty\) the second tends to \(T_0\). That limit also covers the initial condition, because \(t\to0\) at fixed \(x\) sends \(\eta\) to infinity.

The front condition remains. The derivative of \(\operatorname{erf}\eta\) with respect to \(x\) is \((2/\sqrt\pi)e^{-\eta^2}/(2\sqrt{a_lt})=e^{-\eta^2}/\sqrt{\pi a_lt}\). In the solid \(\nu\eta=x/(2\sqrt{a_st})\), so the same rule holds with \(a_s\), and \(\operatorname{erfc}\) adds a minus sign. At the front,

\[
\frac{\partial T}{\partial x}=-\frac{(T_s-T_m)e^{-\lambda^2}}{\operatorname{erf}\lambda\,\sqrt{\pi a_lt}},\qquad
\frac{\partial\theta}{\partial x}=-\frac{(T_m-T_0)e^{-\nu^2\lambda^2}}{\operatorname{erfc}(\nu\lambda)\sqrt{\pi a_st}} .
\]

Inserting these and the front speed,

\[
\rho L\lambda\sqrt{\frac{a_l}{t}}=\frac{k_l(T_s-T_m)e^{-\lambda^2}}{\operatorname{erf}\lambda\,\sqrt{\pi a_lt}}-\frac{k_s(T_m-T_0)e^{-\nu^2\lambda^2}}{\operatorname{erfc}(\nu\lambda)\sqrt{\pi a_st}} .
\]

Every term carries \(t^{-1/2}\), so time drops out and a constant \(\lambda\) is consistent. Multiply by \(\sqrt{\pi t}/(\rho L\sqrt{a_l})\). The first coefficient on the right becomes \(k_l(T_s-T_m)/(\rho La_l)=c_l(T_s-T_m)/L\). In the second, \(k_s=\rho c_sa_s\) gives \(c_s(T_m-T_0)\sqrt{a_s/a_l}/L\). With two Stefan numbers,

\[
S_l=\frac{c_l(T_s-T_m)}{L},\qquad S_s=\frac{c_s(T_m-T_0)}{L},
\]

the result is

\[
\sqrt\pi\,\lambda=S_l\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}-\frac{S_s}{\nu}\,\frac{e^{-\nu^2\lambda^2}}{\operatorname{erfc}(\nu\lambda)} .
\]

The constant \(\lambda\) thus depends on three numbers, \(S_l\), \(S_s\) and \(\nu\). The Stefan number of the liquid suffices when the solid starts at its melting point, for then \(S_s=0\).

The equation has one positive root for any \(T_s>T_m\). As \(\lambda\) grows, the first term on the right falls from infinity to zero, since its numerator falls and its denominator rises. For the second term, put \(v=z+u\) in the integral for \(\operatorname{erfc}z\):

\[
e^{z^2}\operatorname{erfc}z=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2-2zu}\,du .
\]

The integrand falls with \(z\) at every \(u>0\), so this product falls and its reciprocal, which is the function in the solid term, rises. The right side of the equation for \(\lambda\) therefore falls steadily from \(+\infty\), while the left side rises from zero without bound, and they cross once. The crossing moves to larger \(\lambda\) if \(S_l\) is raised and to smaller \(\lambda\) if \(S_s\) is raised, the other numbers being fixed. Within this model a cold substrate slows the melt but cannot prevent it, because a thin enough liquid layer conducts more heat than the solid can remove.

Two limits show what sets the rate. First let the solid start at \(T_m\) and let \(S_l\) be small. Then \(\lambda\) is small, \(\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi\), and the equation reduces to \(\sqrt\pi\lambda=\sqrt\pi S_l/(2\lambda)\), or

\[
\lambda\approx\sqrt{\frac{S_l}{2}},\qquad s^2\approx\frac{2k_l(T_s-T_m)\,t}{\rho L} .
\]

This is what a straight temperature profile in the liquid gives: the flux \(k_l(T_s-T_m)/s\) is spent on latent heat, so \(s\,ds/dt\) is constant. The next correction follows from writing the equation as \(\sqrt\pi\lambda e^{\lambda^2}\operatorname{erf}\lambda=S_l\) and expanding:

\[
2\lambda^2(1+\lambda^2)\left(1-\tfrac13\lambda^2\right)\approx2\lambda^2\left(1+\tfrac23\lambda^2\right)=S_l
\;\Longrightarrow\;\lambda\approx\sqrt{\frac{S_l}{2}}\left(1-\frac{S_l}{6}\right).
\]

The correction is the cost of heating the liquid itself. At \(S_l=0.01\) it lowers \(\lambda\) by 0.17 per cent.

Now let the solid be cold, with \(S_s\) fixed, and let \(S_l\to0\). The root again tends to zero, but the solid term tends to the constant \(S_s/\nu\), beside which \(\sqrt\pi\lambda\) is negligible. What remains is \(\sqrt\pi S_l/(2\lambda)=S_s/\nu\), so

\[
\lambda\approx\frac{\sqrt\pi\,\nu S_l}{2S_s} .
\]

The coefficient is now linear in the superheat \(T_s-T_m\), not proportional to its square root. Latent heat has cancelled from the ratio \(S_l/S_s\): the front sits where the flux through the liquid matches the flux that the solid draws. This form requires \(\lambda\ll1\), \(\nu\lambda\ll1\) and \(\sqrt\pi\lambda\ll S_s/\nu\).

For an example in the regime of excimer-laser annealing, take rough typical values for silicon: \(T_m=1690\) K, \(k_l=60\) W/(m K), \(k_s=25\) W/(m K) as near the melting point, both specific heats 1.00 J/(g K), and the density and latent heat given at the start. The solid begins at 300 K and the surface is held at 2000 K for 50 ns. The diffusivities are 0.2575 cm²/s in the liquid and 0.1073 cm²/s in the solid, so

\[
S_l=\frac{1.00\times310}{1800}=0.172,\qquad S_s=\frac{1.00\times1390}{1800}=0.772,\qquad \nu=1.549 .
\]

A bracketing root search gives \(\lambda=0.161\). At this value the liquid term is 0.932 and the solid term 0.647; their difference, 0.285, equals \(\sqrt\pi\times0.161\). The depth and the front speed at 50 ns are

\[
s=2(0.161)\sqrt{(0.2575\ \mathrm{cm^2/s})(50\ \mathrm{ns})}=365\ \mathrm{nm},\qquad
\frac{ds}{dt}=\frac{365\ \mathrm{nm}}{2\times50\ \mathrm{ns}}=3.65\ \mathrm{m/s}.
\]

Neither limit serves here. A solid starting at \(T_m\) would give \(\lambda=0.286\), and hence a melt 1.8 times as deep. The cold-solid formula gives 0.306, nearly twice the root, because \(\sqrt\pi\lambda=0.285\) is not small beside \(S_s/\nu=0.50\), and because \(\nu\lambda=0.25\) is large enough to raise the solid term from 0.50 to 0.65.

The surface flux needed to hold \(T_s\) follows from the liquid profile at \(\eta=0\):

\[
q(t)=\frac{k_l(T_s-T_m)}{\operatorname{erf}\lambda\,\sqrt{\pi a_lt}},\qquad
F(t)=\int_0^tq\,dt'=2q(t)\,t .
\]

The factor 2 comes from integrating \(t'^{-1/2}\). The flux is infinite at the start, but the absorbed energy per area \(F\), the fluence, is finite. At 50 ns \(q=5.14\) MW/cm² and \(F=0.514\) J/cm². The flux arriving at the front is \(qe^{-\lambda^2}=5.00\) MW/cm², of which 3.47 passes into the solid and 1.53 melts silicon.

Measured from solid at 300 K, latent heat accounts for 29.8 per cent of the fluence, warming the melted layer to \(T_m\) for 23.0 per cent, heating the liquid above \(T_m\) for 2.6 per cent, and the silicon that stays solid for 44.6 per cent. This last share is the main reason why the opening estimate was too deep. The shares do not change with time, since each stored heat is an integral over a profile whose width grows as \(\sqrt t\). At fixed surface temperature, depth is therefore proportional to fluence, and doubling either takes four times as long.

The square-root law survives some changes to the model. Let \(k\) and \(c\) of the solid depend on temperature. The equation \(\rho c(\theta)\,\partial_t\theta=\partial_x[k(\theta)\,\partial_x\theta]\) still contains no length, and the same substitution gives

\[
\left(\frac{k}{k_l}\theta'\right)'+2\eta\frac{c}{c_l}\theta'=0,\qquad
-\frac{k_s(T_m)}{k_l}\theta'(\lambda)=\frac{2(T_s-T_m)e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}-\frac{2\lambda L}{c_l} .
\]

The second relation is the front condition multiplied by \(2\sqrt{a_lt}/k_l\). For a trial \(\lambda\) it supplies the starting slope; the equation is integrated outward numerically, and \(\lambda\) is adjusted until the far temperature is 300 K. Cold silicon conducts much better than hot silicon. With \(k\) rising from 25 W/(m K) at \(T_m\) to a rough 150 at 300 K as \(T^{-1.036}\), and \(c\) falling linearly to 0.71 J/(g K), the result is \(\lambda=0.154\) and a depth of 350 nm, 4 per cent less than before. The change is small partly because two effects oppose each other. The better conduction of cold silicon draws more heat from the front and alone would lower the depth by about 10 per cent; the smaller specific heat stores less and alone would raise it by about 5 per cent.

Silicon also contracts on melting: the liquid has a density of about 2.57 g/cm³, against the 2.33 used here for the solid (a room-temperature value; near the melting point it is about 2.30). Let \(\rho_s\) and \(\rho_l\) be the two densities, and label material by the thickness \(X\) of original solid above it, so that \(dX=(\rho/\rho_s)\,dx\) at fixed time. Following the material removes the flow term, and \(\partial_x=(\rho/\rho_s)\,\partial_X\) turns the heat equation into

\[
\rho_sc\,\frac{\partial T}{\partial t}=\frac{\partial}{\partial X}\left(\frac{k\rho}{\rho_s}\frac{\partial T}{\partial X}\right).
\]

This is the former problem with density \(\rho_s\) throughout and \(k_l\) multiplied by \(\rho_l/\rho_s=1.103\). The Stefan numbers are unchanged, while \(a_l\) and \(\nu^2\) rise by that factor. With the constant thermal properties of the example, the melted thickness, counted as original solid, becomes 390 nm, an increase of 6.8 per cent.

Some other changes bring in a length or a time and break the law. One is the way a laser heats. As long as the reflectivity stays fixed, a pulse prescribes the absorbed flux, not the surface temperature. Under a constant flux \(q_0\) the solid must first warm to \(T_m\). During this stage the heat flux inside obeys the same diffusion equation as the temperature, starts at zero and equals \(q_0\) at the surface, so it is \(q_0\operatorname{erfc}[x/(2\sqrt{a_st})]\). Dividing by \(k_s\) and integrating over depth, with \(\int_0^\infty\operatorname{erfc}z\,dz=1/\sqrt\pi\), gives the surface temperature rise \((2q_0/k_s)\sqrt{a_st/\pi}\). Melting starts when this equals \(T_m-T_0\):

\[
t_{\rm on}=\frac{\pi k_s^2(T_m-T_0)^2}{4a_sq_0^2} .
\]

To compare at equal fluence and duration, take \(q_0=0.514\ \mathrm{J/cm^2}/50\ \mathrm{ns}=10.3\) MW/cm². Then \(t_{\rm on}=8.4\) ns. The later motion was computed with a finite-volume scheme that tracks the heat content of 5 nm cells and reads the melted fraction from it, with the same constant properties. The depth is 136 nm at 25 ns and 390 nm at 50 ns (that this matches the density-corrected depth is accidental). Between those times it grows by a factor of 2.9, where the square-root law would give 1.4, and the surface ends at about 2310 K. The depth at 50 ns differs from that under a held surface temperature by 7 per cent, but the history is quite different. It is not quite the greatest depth: if the heating stops at 50 ns, the superheated liquid melts another 10 to 15 nm. Nor are constant properties as harmless here as before. With the temperature-dependent \(k\) and \(c\) used above, the same flux gives only about 345 nm at 50 ns.

The assumption that the front sits at \(T_m\) must fail early, because the predicted speed \(\lambda\sqrt{a_l/t}\) is unbounded as \(t\to0\), while a moving front needs some superheat to drive it. With a rough 10 K per m/s, the speed at about 0.7 ns would demand the whole 310 K available, so the solution has no meaning at times that short. At 50 ns the demand is 37 K. Raising the front temperature by this amount for the entire pulse lowers the depth to 332 nm, or by 9 per cent. Since the front is faster earlier, the actual reduction may well be larger.

Set beside real practice, the example's pulse of tens of nanoseconds, absorbed fluence of some tenths of a J/cm² and melt of a few hundred nanometres are in the range of excimer-laser annealing, though shallow junctions call for thinner melts. The incident fluence must be higher than the absorbed one because silicon reflects part of the light. Heat spreads about \(2\sqrt{a_st}=1.5\) µm into the solid, or about 4 µm with the diffusivity of cold silicon, far less than a wafer's thickness, so the half-space is a sound assumption. Ultraviolet light is absorbed within roughly 8 nm, far less than the final melt depth, and thermal radiation at 2000 K is at most about \(2\times10^{-5}\) of the final surface flux, the value for a black body. A real pulse does not hold the surface temperature fixed. With the constant properties of the example, assuming a fixed temperature instead of a constant flux shifts the depth at 50 ns by less than the rough kinetic correction does. The history changes much more: under constant flux the melt starts late and, from 25 to 50 ns, deepens faster than in proportion to time, whereas under a fixed temperature it starts at once and slows down.
